# Why a second 2H layer cancels the in-plane piezoelectricity of MoS2: a numerical check

```python
"""
Result under test: a 2H monolayer has a nonzero in-plane piezoelectric
coefficient e11 = dP_x/d(strain_xx), while an ideal 2H bilayer has none,
because inversion exchanges its layers. Parallel (3R) layers nearly add.

Model: each layer is a honeycomb of high sites A (+gap/2) and low sites B
(-gap/2). BOND = in-plane A-B distance, HOP = hopping, BETA = its decay with
relative bond length. P is the dipole per area with electron charge -1.
x points from B to A along one bond. Lengths are in nm, energies in eV.
Strain acts at fixed reduced wavevector, which gives the proper response.
The parameters have the rough scale of MoS2; the bands are a simple stand-in.
"""
import numpy as np
from scipy.constants import e as charge_si, k as boltzmann_si

BOND, SPACING = 0.182, 0.62
HOP, GAP, BETA = 1.3, 1.8, 3.0
VERTICAL, SKEW = 0.1, 0.2
SPIN = 2
ROOT3 = np.sqrt(3.0)
DELTA = -BOND * np.array([[1, 0], [-0.5, ROOT3 / 2], [-0.5, -ROOT3 / 2]])
LATTICE = BOND * np.array([[1.5, ROOT3 / 2], [1.5, -ROOT3 / 2]])
RECIP = 2 * np.pi * np.linalg.inv(LATTICE).T
AREA = abs(np.linalg.det(LATTICE))
PC_PER_M = charge_si * 1e9 * 1e12       # one e/nm expressed in pC/m
XX = np.array([[1.0, 0], [0, 0]])
YY = np.array([[0, 0], [0, 1.0]])
XY = np.array([[0, 1.0], [1.0, 0]])
MONO, TWO_H, THREE_R = (1,), (1, -1), (1, 1)


def hop_factors(strain, relax=0.0):
    """Hopping factors; relax is the fraction of bond anisotropy removed."""
    shift = relax * BOND / 2 * np.array(
        [strain[0, 0] - strain[1, 1], -2 * strain[0, 1]])
    bonds = DELTA @ (np.eye(2) + strain).T + shift
    return np.exp(-BETA * (np.linalg.norm(bonds, axis=1) / BOND - 1))


def hamiltonian(k, strains, stack, gap=GAP, vertical=VERTICAL,
                skew=SKEW, bias=0.0, relax=0.0):
    """Bloch matrix with site positions in the phases; order A1,B1,A2,B2..."""
    n = len(stack)
    phase = np.exp(1j * (k @ DELTA.T))
    h = np.zeros(k.shape[:-1] + (2 * n, 2 * n), complex)
    for l, orient in enumerate(stack):
        a, b = 2 * l, 2 * l + 1
        ph = phase if orient == 1 else phase.conj()
        h[..., a, b] = HOP * (ph * hop_factors(strains[l], relax)).sum(-1)
        level = bias * ((n - 1) / 2 - l)
        h[..., a, a] = (gap / 2 + level) / 2
        h[..., b, b] = (-gap / 2 + level) / 2
        if l + 1 < n:
            factor = hop_factors((strains[l] + strains[l + 1]) / 2, relax)
            h[..., b, a + 2] = vertical
            if stack[l + 1] != orient:       # antiparallel: both sites eclipsed
                h[..., a, b + 2] = vertical
                ph = ph.conj()
            h[..., b, b + 2] = skew * (ph * factor).sum(-1)
    return h + np.swapaxes(h.conj(), -1, -2)


def k_grid(n):
    u = np.arange(n) / n
    return (u[:, None, None] * RECIP[0] + u[None, :, None] * RECIP[1])


def response(stack, strain=XX, axis=0, weights=None, n=60, **par):
    """dP_axis/d(strain amplitude), e/nm, from occupied-empty mixing."""
    k = k_grid(n)
    w = np.ones(len(stack)) if weights is None else np.array(weights)
    unit = w[:, None, None] * strain
    zero = 0 * unit
    dk, ds = 1e-3, 1e-4
    step = np.eye(2)[axis] * dk
    energy, vec = np.linalg.eigh(hamiltonian(k, zero, stack, **par))
    h_k = (hamiltonian(k + step, zero, stack, **par)
           - hamiltonian(k - step, zero, stack, **par)) / (2 * dk)
    h_s = (hamiltonian(k, ds * unit, stack, **par)
           - hamiltonian(k, -ds * unit, stack, **par)) / (2 * ds)
    m = len(stack)
    left = np.swapaxes(vec.conj(), -1, -2)
    mat_k, mat_s = left @ h_k @ vec, left @ h_s @ vec
    diff = energy[..., :m, None] - energy[..., None, m:]
    mix = mat_s[..., :m, m:] * np.swapaxes(mat_k[..., m:, :m], -1, -2)
    centre = -2 * np.imag((mix / diff**2).sum((-1, -2)))
    return -SPIN * centre.mean() / AREA


def two_band_integral(n=60):
    """Monolayer e11 from the closed two-band integrand."""
    phase = np.exp(1j * (k_grid(n) @ DELTA.T))
    f = HOP * phase.sum(-1)
    f_s = -BETA * HOP * (phase * (DELTA[:, 0] / BOND)**2).sum(-1)
    f_k = 1j * HOP * (phase * DELTA[:, 0]).sum(-1)
    energy = np.sqrt(abs(f)**2 + GAP**2 / 4)
    integrand = GAP / 4 * np.imag(f_s * f_k.conj()) / energy**3
    return -SPIN * integrand.mean() / AREA


def string_phases(stack, strain, n1=240, n2=40):
    """Berry phases of the filled bands along the first reciprocal vector."""
    u1, u2 = np.arange(n1) / n1, np.arange(n2) / n2
    k = u1[:, None, None] * RECIP[0] + u2[None, :, None] * RECIP[1]
    h = hamiltonian(k, [strain] * len(stack), stack)
    filled = np.linalg.eigh(h)[1][..., :len(stack)]
    positions = [np.zeros(2), DELTA[0]]
    if len(stack) == 2:
        positions += [DELTA[0], np.zeros(2)]     # antiparallel second layer
    twist = np.exp(-1j * np.array(positions) @ RECIP[0])
    following = np.concatenate([filled[1:], filled[:1] * twist[:, None]])
    overlap = np.swapaxes(filled.conj(), -1, -2) @ following
    return -np.angle(np.linalg.det(overlap)).sum(0)


def phase_change(stack, start, end):
    change = string_phases(stack, end) - string_phases(stack, start)
    return np.angle(np.exp(1j * change)).mean()


def ribbon_dipole(cells, strain):
    """Electron dipole of a ribbon open along x, averaged over k_y."""
    t = HOP * hop_factors(strain)
    x = np.empty(2 * cells)
    x[0::2] = 1.5 * BOND * np.arange(cells)
    x[1::2] = x[0::2] - BOND
    total, n_y = 0.0, 60
    for ky in 2 * np.pi / (ROOT3 * BOND) * np.arange(n_y) / n_y:
        h = np.diag(np.tile([GAP / 2, -GAP / 2], cells)).astype(complex)
        link = (t[1:] * np.exp(1j * ky * DELTA[1:, 1])).sum()
        for c in range(cells):
            h[2 * c, 2 * c + 1] = t[0]
            h[2 * c + 1, 2 * c] = t[0]
            if c + 1 < cells:
                h[2 * c, 2 * c + 3] = link
                h[2 * c + 3, 2 * c] = np.conj(link)
        vec = np.linalg.eigh(h)[1][:, :cells]
        total += x @ (abs(vec)**2).sum(1)
    return -SPIN * total / n_y


# Monolayer coefficient by four separate calculations
mono = response(MONO)
closed = two_band_integral()
h_strain = 1e-3
wilson = (-SPIN * 3 * BOND / (2 * np.pi * AREA)
          * phase_change(MONO, -h_strain * XX, h_strain * XX)
          / (2 * h_strain))
slopes = [(ribbon_dipole(c, h_strain * XX) - ribbon_dipole(c, -h_strain * XX))
          / (2 * h_strain) for c in (20, 30)]
ribbon = (slopes[1] - slopes[0]) / (10 * AREA)
assert abs(closed / mono - 1) < 1e-5
assert abs(wilson / mono - 1) < 2e-3      # finite string spacing
assert abs(ribbon / mono - 1) < 1e-3      # finite width and strain step

# Tensor pattern of one layer, and reversal by a half turn
assert abs(response(MONO, YY) + mono) < 1e-5
assert abs(response(MONO, XY, axis=1) + 2 * mono) < 1e-5
assert abs(response(MONO, XX, axis=1)) < 1e-7
assert abs(response((-1,)) + mono) < 1e-7

# Small-gap limit, with the correction linear in the gap removed
dirac = BETA / (2 * np.pi * BOND)
small = [response(MONO, n=300, gap=r * HOP) for r in (0.2, 0.1)]
extrapolated = 2 * small[1] - small[0]
assert abs(extrapolated / dirac - 1) < 0.01

# Inversion cancels every component, also for strong interlayer coupling
bilayer = response(TWO_H)
strong = dict(vertical=0.4, skew=0.4)
for tensor in (XX, YY, XY):
    for direction in (0, 1):
        assert abs(response(TWO_H, tensor, direction)) < 1e-8
        assert abs(response(TWO_H, tensor, direction, **strong)) < 1e-8
bands = np.linalg.eigvalsh(
    hamiltonian(k_grid(60), np.zeros((2, 2, 2)), TWO_H, **strong))
strong_gap = bands[..., 2].min() - bands[..., 1].max()
assert strong_gap > 0.5

# Finite general strain: the bilayer phase stays pinned, the monolayer's moves
large_strain = np.array([[0.03, 0.01], [0.01, -0.005]])
phase_two = phase_change(TWO_H, 0 * XX, large_strain)
phase_one = phase_change(MONO, 0 * XX, large_strain)
assert abs(phase_two) < 1e-8 and abs(phase_one) > 1e-3

# Layer-resolved response and stacking controls
lower = response(TWO_H, weights=(1, 0))
upper = response(TWO_H, weights=(0, 1))
assert abs(lower + upper) < 1e-7 and abs(lower / mono - 1) < 0.2
parallel = response(THREE_R)
three, four = response((1, -1, 1)), response((1, -1, 1, -1))
assert abs(parallel / mono - 2) < 0.2
assert abs(three / mono - 1) < 0.2 and abs(four) < 1e-8

# Vertical field: 1 MV/cm = 0.1 V/nm, unscreened
field = 1.0
bias = field * 0.1 * SPACING
biased = response(TWO_H, bias=bias)
assert abs(biased) > 1e-7
assert abs(biased + response(TWO_H, bias=-bias)) < 1e-8

# Internal relaxation: hopping part and size of the site-charge part
relax = 0.3
relaxed = response(MONO, relax=relax)
assert abs(relaxed / mono - (1 - relax)) < 1e-4
assert abs(response(TWO_H, relax=relax)) < 1e-8
site_part = relax * BOND / 2 / AREA

# Other effects for the example
strain, loss, radius = 0.005, 0.10, 100.0
p_mono = mono * strain
p_loss = lower * strain + upper * strain * (1 - loss)
p_bend = (lower - upper) * SPACING / (2 * radius)
so_split = 0.15
so_mean = (response(MONO, gap=GAP - so_split / 2)
           + response(MONO, gap=GAP + so_split / 2)) / 2
temperature = 300.0
kt = boltzmann_si * temperature / charge_si
velocity = 1.5 * HOP * BOND
thermal = (4 / (2 * np.pi * velocity**2) * kt * (GAP / 2 + kt)
           * np.exp(-GAP / (2 * kt)) * 1e14)
doping = 1e12
screen_width = abs(p_mono) / (doping * 1e-14)


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("bond projection", BOND, "nm", ".3f")
show("layer spacing", SPACING, "nm", ".2f")
show("hopping", HOP, "eV", ".2f")
show("gap", GAP, "eV", ".2f")
show("hopping decay beta", BETA, "", ".1f")
show("vertical interlayer hopping", VERTICAL, "eV", ".2f")
show("skew interlayer hopping", SKEW, "eV", ".2f")
show("monolayer e11", mono, "e/nm")
show("monolayer e11, converted", mono * PC_PER_M, "pC/m", ".1f")
show("e11, two-band integral", closed, "e/nm")
show("e11, Wilson loop", wilson, "e/nm")
show("e11, ribbon dipole", ribbon, "e/nm")
show("small-gap formula", dirac, "e/nm")
show("small-gap extrapolation", extrapolated, "e/nm")
show("2H bilayer |e11|", abs(bilayer), "e/nm", ".1e")
show("strong-coupling bilayer gap", strong_gap, "eV", ".3f")
show("finite-strain phase change, monolayer", phase_one, "rad", ".5f")
show("finite-strain |phase change|, bilayer", abs(phase_two), "rad", ".1e")
show("response to lower-layer strain", lower, "e/nm")
show("response to upper-layer strain", upper, "e/nm")
show("3R bilayer / monolayer", parallel / mono)
show("2H trilayer / monolayer", three / mono)
show("2H four-layer |e11|", abs(four), "e/nm", ".1e")
show("example strain", strain * 100, "%", ".2f")
show("monolayer polarization", p_mono * PC_PER_M, "pC/m", ".3f")
show("same divided by spacing", p_mono / SPACING * charge_si * 1e20,
     "uC/cm2", ".3f")
show("mistaken doubled polarization", 2 * p_mono * PC_PER_M, "pC/m", ".3f")
show("2H bilayer |polarization|", abs(bilayer * strain) * PC_PER_M,
     "pC/m", ".1e")
show("strain loss in upper layer", loss * 100, "%", ".0f")
show("polarization from strain loss", p_loss * PC_PER_M, "pC/m", ".3f")
show("ripple radius", radius, "nm", ".0f")
show("bonded-layer bending polarization", p_bend * PC_PER_M, "pC/m", ".3f")
show("vertical field", field, "MV/cm", ".1f")
show("unscreened layer bias", bias, "eV", ".3f")
show("biased bilayer e11", biased * PC_PER_M, "pC/m", ".3e")
show("biased bilayer / monolayer", biased / mono, "", ".2e")
show("relaxation fraction", relax, "", ".2f")
show("relaxed e11, hopping part", relaxed * PC_PER_M, "pC/m", ".1f")
show("site-charge part per unit charge", site_part * PC_PER_M, "pC/m", ".1f")
show("spin-orbit splitting", so_split, "eV", ".2f")
show("spin-orbit change of monolayer e11", (so_mean / mono - 1) * 100,
     "%", ".3f")
show("temperature", temperature, "K", ".0f")
show("thermal electron density", thermal, "cm^-2", ".2e")
show("doping density", doping, "cm^-2", ".1e")
show("doped width that screens monolayer", screen_width, "nm", ".2f")
print("tests ok")
```

Output:

```
bond projection: 0.182 nm
layer spacing: 0.62 nm
hopping: 1.30 eV
gap: 1.80 eV
hopping decay beta: 3.0
vertical interlayer hopping: 0.10 eV
skew interlayer hopping: 0.20 eV
monolayer e11: 1.8650 e/nm
monolayer e11, converted: 298.8 pC/m
e11, two-band integral: 1.8650 e/nm
e11, Wilson loop: 1.8649 e/nm
e11, ribbon dipole: 1.8650 e/nm
small-gap formula: 2.6234 e/nm
small-gap extrapolation: 2.6292 e/nm
2H bilayer |e11|: 5.0e-17 e/nm
strong-coupling bilayer gap: 1.879 eV
finite-strain phase change, monolayer: 0.00394 rad
finite-strain |phase change|, bilayer: 2.1e-16 rad
response to lower-layer strain: 1.8603 e/nm
response to upper-layer strain: -1.8603 e/nm
3R bilayer / monolayer: 2.0003
2H trilayer / monolayer: 1.0000
2H four-layer |e11|: 2.1e-17 e/nm
example strain: 0.50 %
monolayer polarization: 1.494 pC/m
same divided by spacing: 0.241 uC/cm2
mistaken doubled polarization: 2.988 pC/m
2H bilayer |polarization|: 4.0e-17 pC/m
strain loss in upper layer: 10 %
polarization from strain loss: 0.149 pC/m
ripple radius: 100 nm
bonded-layer bending polarization: 1.848 pC/m
vertical field: 1.0 MV/cm
unscreened layer bias: 0.062 eV
biased bilayer e11: -6.025e-02 pC/m
biased bilayer / monolayer: -2.02e-04
relaxation fraction: 0.30
relaxed e11, hopping part: 209.2 pC/m
site-charge part per unit charge: 50.8 pC/m
spin-orbit splitting: 0.15 eV
spin-orbit change of monolayer e11: 0.008 %
temperature: 300 K
thermal electron density: 9.19e-03 cm^-2
doping density: 1.0e+12 cm^-2
doped width that screens monolayer: 0.93 nm
tests ok
```
